# Gap widening by vibrations in a two-level model with off-diagonal coupling

## Problem

Two electronic levels are separated by a gap $D>0$ when a vibrational coordinate $x$ is zero. A displacement mixes them through a real coupling $gx$, where $g$ is an energy per length:

$$H(x)=\begin{pmatrix}D/2&gx\\gx&-D/2\end{pmatrix}.$$

The coupling is treated as static: the levels are found with $x$ held fixed, and the gap is then averaged over the distribution of $x$. This is the distribution in the electronic ground state, with finite $\langle x^4\rangle$.

(a) Find the gap at fixed $x$.

(b) Show that small vibrations widen the average gap by $2g^2\langle x^2\rangle/D$, and bound the error.

(c) Find the temperature dependence for a harmonic mode of mass $M$ and angular frequency $\omega$.

(d) Quantize the vibration and find when the static treatment is justified.

(e) Find what changes if the displacement also shifts the levels directly, so that the diagonal gap is $D+fx+bx^2$.

(f) Evaluate the widening at 0, 300 and 400 K for $D=3.7$ eV, $g=20$ eV/nm, $\hbar\omega=20$ meV and $M=24$ u. These are rough values in the regime of strontium titanate, a high-permittivity oxide used in capacitors and studied for gate stacks. Judge what the model leaves out.

## Solution

### (a) The gap at fixed displacement

The eigenvalues $E$ satisfy

$$\left(\frac D2-E\right)\left(-\frac D2-E\right)-g^2x^2=E^2-\frac{D^2}{4}-g^2x^2=0 .$$

Hence $E_\pm=\pm\tfrac12\sqrt{D^2+4g^2x^2}$, and the gap is

$$E_{\rm gap}(x)=E_+-E_-=\sqrt{D^2+4g^2x^2}.$$

The coupling enters squared, so displacements of either sign push the levels apart. The widening therefore survives averaging even when $\langle x\rangle=0$.

### (b) The average and its error

Set $y=4g^2x^2/D^2\ge0$, so that $E_{\rm gap}=D\sqrt{1+y}$. An upper bound follows from

$$\left(1+\frac y2\right)^2=1+y+\frac{y^2}{4}\ge1+y .$$

For a lower bound, square the next polynomial:

$$\left(1+\frac y2-\frac{y^2}{8}\right)^2=1+y+\frac{y^2}{4}-\frac{y^2}{4}-\frac{y^3}{8}+\frac{y^4}{64}=1+y-\frac{y^3(8-y)}{64}.$$

For $0\le y\le8$ this is at most $1+y$, so the polynomial does not exceed $\sqrt{1+y}$. For $y>8$ the polynomial equals $1-y(y-4)/8$, which is negative, and the bound holds again. Thus

$$1+\frac y2-\frac{y^2}{8}\le\sqrt{1+y}\le1+\frac y2\qquad(y\ge0).$$

Multiply by $D$. The terms become $Dy/2=2g^2x^2/D$ and $Dy^2/8=2g^4x^4/D^3$. Averaging preserves the inequalities:

$$D+\frac{2g^2\langle x^2\rangle}{D}-\frac{2g^4\langle x^4\rangle}{D^3}\le\langle E_{\rm gap}\rangle\le D+\frac{2g^2\langle x^2\rangle}{D}.$$

The required result is therefore

$$\boxed{\Delta E\equiv\langle E_{\rm gap}\rangle-D\simeq\frac{2g^2\langle x^2\rangle}{D}}$$

when $g^2\langle x^4\rangle\ll D^2\langle x^2\rangle$. The factor 2 has a direct meaning: the upper level rises by $g^2x^2/D$ and the lower one falls by the same amount.

No Gaussian distribution was assumed. If the distribution is Gaussian with zero mean, $\langle x^4\rangle=3\langle x^2\rangle^2$, and the formula overestimates the widening by at most a fraction $3g^2\langle x^2\rangle/D^2$ of its own value. The condition then reads $g x_{\rm rms}\ll D$, with $x_{\rm rms}=\sqrt{\langle x^2\rangle}$.

In the opposite limit, $g|x|\gg D$ for most displacements, the gap tends to $2g|x|$. Its average then grows with the mean absolute displacement, and the quadratic law fails.

### (c) A harmonic mode

Write $x=x_0(a+a^\dagger)$, with $x_0^2=\hbar/(2M\omega)$. In the state with $n$ quanta, the terms $aa^\dagger$ and $a^\dagger a$ contribute $n+1$ and $n$, while $a^2$ and $(a^\dagger)^2$ have no diagonal element. Hence $\langle x^2\rangle_n=x_0^2(2n+1)$. The thermal mean of $n$ is $1/(e^z-1)$ with $z=\hbar\omega/k_BT$, and

$$1+\frac{2}{e^z-1}=\frac{e^z+1}{e^z-1}=\coth\frac z2 .$$

Therefore

$$\langle x^2\rangle=\frac{\hbar}{2M\omega}\coth\frac{\hbar\omega}{2k_BT},\qquad
\Delta E=\frac{g^2\hbar}{DM\omega}\coth\frac{\hbar\omega}{2k_BT}.$$

At zero temperature the hyperbolic cotangent is 1, and zero-point motion leaves a widening $g^2\hbar/(DM\omega)$. For $k_BT\gg\hbar\omega$ it tends to $2k_BT/\hbar\omega$, so that $\Delta E\to2g^2k_BT/(DM\omega^2)$. The widening is then linear in $T$, provided that $D$, $g$ and $\omega$ are held fixed.

### (d) When is the vibration slow enough?

With a quantized vibration, the coupling changes the electronic level and the phonon number together. Let $\lambda=gx_0$. The upper level with $n$ phonons couples to the lower level with $n+1$ phonons, at an energy difference $D-\hbar\omega$, and to the lower level with $n-1$ phonons, at a difference $D+\hbar\omega$. Second-order perturbation theory gives

$$\delta E_{+,n}=\lambda^2\left[\frac{n+1}{D-\hbar\omega}+\frac{n}{D+\hbar\omega}\right].$$

For the lower level with $n$ phonons the differences are $-(D+\hbar\omega)$ and $-(D-\hbar\omega)$:

$$\delta E_{-,n}=-\lambda^2\left[\frac{n+1}{D+\hbar\omega}+\frac{n}{D-\hbar\omega}\right].$$

Subtract them, and collect the terms with equal denominators:

$$\delta E_{+,n}-\delta E_{-,n}=\lambda^2(2n+1)\left[\frac1{D-\hbar\omega}+\frac1{D+\hbar\omega}\right]
=\frac{2g^2\langle x^2\rangle_n\,D}{D^2-(\hbar\omega)^2}.$$

This is the static widening multiplied by $1/[1-(\hbar\omega/D)^2]$. The difference between the quantized levels thus equals the static widening if $\hbar\omega\ll D$ and the coupling is weak. Weak coupling means two things here. One is $gx_{\rm rms}\ll D$. The other is $2g^2/D\ll M\omega^2$: the level energies $\pm g^2x^2/D$ change the spring constant by $\pm2g^2/D$, and the static average uses the spring of the ground level, while $\langle x^2\rangle_n$ above belongs to the uncoupled spring; the two agree only when this change is small. Near $\hbar\omega=D$ the perturbation expansion itself fails.

### (e) Direct shifts of the levels

Let $\delta=fx+bx^2$. The gap is now $\sqrt{(D+\delta)^2+4g^2x^2}$. For small $x$,

$$E_{\rm gap}\simeq D+\delta+\frac{2g^2x^2}{D+\delta}
=D+fx+\left(b+\frac{2g^2}{D}\right)x^2+O(x^3).$$

For a symmetric distribution $\langle x\rangle=0$, and to second order

$$\langle E_{\rm gap}\rangle\simeq D+\left(b+\frac{2g^2}{D}\right)\langle x^2\rangle .$$

For such a distribution a linear diagonal term drops out at this order, but a quadratic one does not. If the linear term displaces the vibration or makes its distribution asymmetric, the contribution $f\langle x\rangle$ must be kept. At this order, the average gap narrows if $b<-2g^2/D$. The formula in (b) therefore rests on $b=0$ and $f\langle x\rangle=0$.

### (f) Numbers and their reading

The spring constant is $k=M\omega^2=229.7$ eV/nm². Since $\hbar/(2M\omega)=\hbar\omega/(2k)$, the zero-point value is

$$\langle x^2\rangle_{T=0}=\frac{0.0200\ \text{eV}}{2\times229.7\ \text{eV/nm}^2}=4.35\times10^{-5}\ \text{nm}^2 .$$

At 300 K, $k_BT=25.85$ meV and $\coth[20.0/(2\times25.85)]=2.71$. This gives $\langle x^2\rangle=1.181\times10^{-4}$ nm², or $x_{\rm rms}=0.0109$ nm. Then

$$\Delta E=\frac{2(20.0\ \text{eV/nm})^2(1.181\times10^{-4}\ \text{nm}^2)}{3.70\ \text{eV}}
=0.0255\ \text{eV},$$

which is $4.09\times10^{-21}$ J. The same formula gives 9.4 meV at 0 K and 33.4 meV at 400 K. Heating from 300 to 400 K adds 7.8 meV. A gap measured near 0 K would already contain the zero-point part, so at fixed mode energy heating from there to 300 K adds 16.1 meV, not 25.5 meV.

The expansion is well controlled here. At 300 K, $gx_{\rm rms}/D=0.059$, and averaging the diagonalized gap over a Gaussian distribution gives 25.3 meV, about 1% below the formula. The ground level is itself slightly anharmonic, through the term $+g^4x^4/D^3$; with its own thermal distribution the average is 24.9 meV, about 3% below. The factor $1/[1-(\hbar\omega/D)^2]$ from (d) exceeds 1 by only $3\times10^{-5}$, so the condition $\hbar\omega\ll D$ is well met. The other condition in (d) is not met for a single cell. It compares $2g^2/D=216$ eV/nm² with the spring constant of the uncoupled vibration. Here $k$ describes the electronic ground state, which the coupling has already softened, so the uncoupled value is $k+2g^2/D=446$ eV/nm². The ratio is 0.48, which is not small. At 0 K the difference between the lowest vibrational levels of the two states widens by only 7.0 meV, half the difference of the mode energies 34 and 20 meV, against the static 9.4 meV. The static result is therefore to be read as a vertical average, and the effect of the changed spring constant is treated below under a relaxed excitation. The larger uncertainties come from the choice of model.

**Several bands.** At the zone centre of the cubic crystal, take three oxygen-p states and three titanium-d states of opposite parity. An odd polar displacement has no linear matrix element between states of equal parity, but it can couple the two sets. With displacements $x,y,z$, a symmetric model for the coupling of $(d_{yz},d_{zx},d_{xy})$ to $(p_x,p_y,p_z)$ is

$$V=g\begin{pmatrix}0&z&y\\z&0&x\\y&x&0\end{pmatrix}.$$

Each eigenvalue $v_i$ of $V$ gives a separate two-level problem with gap $\sqrt{D^2+4v_i^2}$. Let $s^2$ be the mean square displacement in each direction. The distance between the centres of the two sets grows, to leading order, by

$$\frac{2}{3D}\left\langle\sum_i v_i^2\right\rangle
=\frac{2}{3D}\langle{\rm Tr}\,V^2\rangle
=\frac{2}{3D}\,6g^2s^2=\frac{4g^2s^2}{D}.$$

This is twice the two-level result. Diagonalization for 60,000 random Gaussian displacements at 300 K gives 50.2 meV, against 51.1 meV from the leading term. The smallest gap behaves differently: its average widening is 3.9 meV. A displacement along $x$ alone shows how this can happen, since $V$ then has eigenvalues $0$ and $\pm gx$, and one pair of levels is not pushed apart. This small value belongs to a single cell, or to a uniform displacement of full single-cell amplitude. In a crystal whose cells move independently, an extended state feels mainly $\langle V^2\rangle=2g^2s^2\,\mathbf 1$, which shifts the three levels equally. For a cubic lattice of 125 such cells with nearest-neighbour hopping of 0.05 to 0.15 eV, the smallest gap widens by 36 to 38 meV. Neither 3.9 meV nor the 25.5 meV of the two-level model should therefore be read as the shift of the lowest absorption edge.

**A relaxed excitation.** The average above is a vertical gap, taken over ground-state displacements. If the lattice instead equilibrates around an excitation spread evenly over $N$ cells, each cell acquires an extra energy $2g^2x^2/(DN)$, so its spring constant rises from $k$ to $k+4g^2/(DN)$. A classical configuration integral is proportional to the inverse square root of the spring constant. The free-energy shift is therefore

$$\Delta F=\frac{Nk_BT}{2}\ln\left(1+\frac{4g^2}{DkN}\right).$$

For large $N$, $\ln(1+u)\simeq u$ gives $\Delta F\to2g^2k_BT/(Dk)$, the classical static widening, which is 24.3 meV at 300 K. For $N=1$ the relative stiffening is 1.88, and the classical $\Delta F$ is only 13.7 meV. The classical formula is rough here, because the stiffened mode energy of 34 meV exceeds $k_BT$; quantum oscillator levels give 14.9 meV. The vertical average and the relaxed free energy agree for a widely spread excitation, but not for one confined to a single cell.

**The real oxide.** The mass of 24 u is roughly the reduced mass of one titanium atom moving against three oxygen atoms. The coupling is an assumed magnitude, and because $\Delta E\propto g^2$, doubling it at fixed $D$ and $k$ would roughly quadruple the widening. The single 20 meV mode stands for a spread of phonon energies. In strontium titanate the soft polar mode also hardens on heating, whereas $\omega$ was held fixed here; a mode energy 10% higher would lower the 300 K widening by about 17%. If the mode energy rose by more than about 15% between 300 and 400 K, the widening would fall on heating instead of growing. The soft mode of strontium titanate, near 11 meV at 300 K with $\omega^2$ roughly proportional to $T-35$ K, hardens by about 17% over this range, so its contribution would be nearly flat or fall slightly. It is far softer at low temperature, so the 0 K value above does not describe it. The zone-centre gap is moreover not the smallest gap of the crystal, which is indirect. A quadratic diagonal coefficient $b=-216$ eV/nm² would cancel the two-level widening to leading order. Thermal expansion matters too: with a rough linear coefficient of $10^{-5}$ K⁻¹ and a gap deformation potential of magnitude 5 eV, heating from 300 to 400 K changes the gap by

$$3(10^{-5}\ \text{K}^{-1})(100\ \text{K})(5\ \text{eV})=15\ \text{meV}.$$

This is about twice the 7.8 meV from the vibrations, and its sign is not fixed by these inputs. With $\omega$ held fixed, the model thus gives one positive contribution to the temperature shift, and cannot by itself decide whether the gap of the real oxide rises or falls. The numerical output below lists the values used.

## Calculated quantities

```
INPUTS (rough, strontium titanate regime)
gap D = 3.70 eV
coupling g = 20.0 eV/nm
mode energy = 20.0 meV
mode mass = 24.0 u
RESULTS OF THE STATIC FORMULA
T = 0 K: mean square x = 4.3543e-05 nm^2
T = 0 K: rms x = 0.00660 nm
T = 0 K: widening = 9.415 meV
T = 300 K: mean square x = 1.1813e-04 nm^2
T = 300 K: rms x = 0.01087 nm
T = 300 K: widening = 25.541 meV
T = 400 K: mean square x = 1.5428e-04 nm^2
T = 400 K: rms x = 0.01242 nm
T = 400 K: widening = 33.357 meV
average gap at 300 K = 3.72554 eV
widening at 300 K = 4.0921e-21 J
change of widening, 300 to 400 K = 7.816 meV
CHECK AND NEGLECTED EFFECTS AT 300 K
coupling at rms x, g*x_rms = 0.2174 eV
small ratio g*x_rms/D = 0.05875
diagonalized average widening = 25.285 meV
quartic correction = -0.2645 meV
relative finite-phonon correction = 2.92e-05
thermal energy kT = 25.852 meV
spring constant k = 229.66 eV/nm^2
one-cell relative stiffening = 1.883
classical static widening = 24.339 meV
free-energy shift, 1 cell = 13.686 meV
free-energy shift, 1000 cells = 24.316 meV
cancelling diagonal coefficient b = -216.22 eV/nm^2
degenerate bands, centre widening = 50.2 meV
degenerate bands, smallest-gap widening = 3.9 meV
THERMAL EXPANSION, 300 TO 400 K (rough inputs)
linear expansion coefficient = 1.0e-05 1/K
gap deformation potential, magnitude = 5.0 eV
gap change, magnitude = 15.0 meV
```
